# Whipple's solution for diffusion along an isolated grain boundary

A solute or tracer enters a bicrystal through its flat surface \(y=0\). The grain boundary is a slab \(|x|<a\), of width \(\delta=2a\), normal to the surface. Its diffusivity is \(D_b=\Delta D\), where \(D\) is the diffusivity of the two grains and \(\Delta>1\). Both diffusivities are constant and isotropic. The grains extend to infinity, the boundary does not move, and there is no segregation, so the concentration \(c\) is continuous at the slab edge. Initially \(c=0\) for \(y>0\); for \(t>0\) the surface is held at \(c=c_0\), including the boundary's mouth. By symmetry one grain suffices, with \(X=|x|-a\ge 0\) measured from the slab edge.

## (a) The boundary as a condition on the grain

**Treat the concentration as uniform across the slab. Find the condition this puts on the grain concentration at \(X=0\).**

In the grain,
\[
\partial_t c=D(c_{XX}+c_{yy}),\qquad X>0. \tag{1}
\]
Consider the half-slab \(0<|x|<a\) per unit depth. It holds the amount \(a\,c(0,y,t)\). Diffusion along the slab changes this at the rate \(aD_b c_{yy}\). No flux crosses the midplane, by symmetry. The flux from slab to grain is \(-Dc_X\), so this exchange changes the content at the rate \(+Dc_X\). Dividing the balance by \(a\) gives
\[
\partial_t c=D_b c_{yy}+\frac{D}{a}\,c_X,\qquad X=0. \tag{2}
\]
When the slab is richer than the grain, \(c_X<0\) and the last term is a loss, as it should be. Equations (1) and (2) define the thin-boundary model. The solution below is exact for this model; part (e) examines the uniformity assumption.

## (b) Solution in transform space

**Separate the part that would exist without a boundary, and solve for the rest by a sine transform in \(y\) and a Laplace transform in \(t\).**

Two facts about the error function are needed. Let \(u(\ell,\tau)=\operatorname{erfc}(\ell/2\sqrt\tau)\). Differentiation gives
\[
u_\tau=\frac{\ell}{2\sqrt\pi\,\tau^{3/2}}e^{-\ell^2/4\tau}=u_{\ell\ell},
\]
with \(u(\ell,0)=0\) for \(\ell>0\) and \(u(0,\tau)=1\). Its Laplace transform \(U\) in \(\tau\), with variable \(P\), therefore obeys \(PU=U_{\ell\ell}\) and \(U(0)=1/P\). The bounded solution is
\[
\int_0^\infty e^{-P\tau}\operatorname{erfc}\frac{\ell}{2\sqrt\tau}\,d\tau=\frac{e^{-\ell\sqrt P}}{P}. \tag{3}
\]

Hence \(c_1=c_0\operatorname{erfc}(y/2\sqrt{Dt})\) solves (1) with the given surface and initial values. Write \(c=c_1+c_2\). Then \(c_2\) obeys (1) and vanishes at \(t=0\) and at \(y=0\). In (2), \(c_1\) has no \(X\) derivative, and \(D_b\,\partial_y^2c_1=\Delta\,\partial_t c_1\). Moving its terms to the right gives
\[
\partial_t c_2-D_b\,\partial_y^2c_2-\frac Da\,\partial_Xc_2=(\Delta-1)\,\partial_t c_1,\qquad X=0. \tag{4}
\]
The source is the extra supply that the faster boundary brings.

Define
\[
C_2(k,X,p)=\int_0^\infty dt\,e^{-pt}\int_0^\infty dy\,\sin(ky)\,c_2 .
\]
Two integrations by parts turn \(\partial_y^2 c_2\) into \(-k^2C_2\) plus \(k\) times the surface value, which is zero. Since \(c_2\) starts from zero, \(\partial_t c_2\) becomes \(pC_2\). With
\[
q=\sqrt{k^2+p/D},\qquad \operatorname{Re}q>0,
\]
equation (1) becomes \(\partial_X^2C_2=q^2C_2\). The solution bounded far from the boundary is \(C_2=Ae^{-qX}\).

For the source, (3) gives the Laplace transform of \(c_1\) as \((c_0/p)e^{-y\sqrt{p/D}}\). Because \(c_1\) starts from zero for \(y>0\), the time derivative multiplies this by \(p\). The sine transform of \(e^{-\kappa y}\) is \(k/(k^2+\kappa^2)\), so the transform of \(\partial_tc_1\) is \(c_0k/q^2\). Equation (4) becomes
\[
\left(p+\Delta Dk^2+\frac{Dq}{a}\right)A=\frac{(\Delta-1)c_0k}{q^2}.
\]
Substituting \(p=D(q^2-k^2)\) gives
\[
C_2=\frac{c_0(\Delta-1)k\,e^{-qX}}{D\,q^2\left[q^2+(\Delta-1)k^2+q/a\right]}. \tag{5}
\]

## (c) Inverting the Laplace transform

**Return from \(p\) to \(t\) without a contour integral.**

The bracket in (5) equals \(p/D+\Delta k^2+q/a\), whose real part is positive for \(\operatorname{Re}p>0\). Its reciprocal can be written as \(\int_0^\infty e^{-s[\dots]}ds\), where \(s\) has the dimension of length squared:
\[
C_2=\frac{c_0(\Delta-1)k}{D}\int_0^\infty ds\;e^{-s\Delta k^2}\,e^{-sp/D}\,\frac{e^{-q(X+s/a)}}{q^2}. \tag{6}
\]
This has moved \(q\) from the denominator into an exponent, where (3) applies. Put \(P=q^2=k^2+p/D\) and \(\tau=Dt\) in (3), so that \(d\tau=D\,dt\):
\[
\int_0^\infty dt\,e^{-pt}\,D\,e^{-k^2Dt}\operatorname{erfc}\frac{\ell}{2\sqrt{Dt}}=\frac{e^{-q\ell}}{q^2}.
\]
Take \(\ell=X+s/a\). The factor \(e^{-sp/D}\) delays this function by \(s/D\): \(t\) is replaced by \(t-s/D\), and the function is zero for \(t<s/D\). The \(s\) integral therefore stops at \(Dt\). For real \(p>0\) all integrands are positive, so the order of the \(s\) and \(t\) integrations may be exchanged. The factors \(D\) cancel, and the sine transform of \(c_2\) is
\[
\hat c_2(k,X,t)=c_0(\Delta-1)k\int_0^{Dt}ds\;e^{-k^2[Dt+(\Delta-1)s]}\operatorname{erfc}\frac{X+s/a}{2\sqrt{Dt-s}}. \tag{7}
\]
The exponent came from \(\Delta s+(Dt-s)\).

## (d) Inverting the sine transform

**Complete the solution in dimensionless variables.**

The inverse is \(c_2=(2/\pi)\int_0^\infty\hat c_2\sin(ky)\,dk\). Differentiating the Gaussian integral
\[
\int_0^\infty e^{-k^2T}\cos(ky)\,dk=\tfrac12\sqrt{\pi/T}\,e^{-y^2/4T}
\]
with respect to \(y\), and changing sign, gives
\[
\frac2\pi\int_0^\infty k\,e^{-k^2T}\sin(ky)\,dk=\frac{y}{2\sqrt\pi\,T^{3/2}}e^{-y^2/4T}.
\]
Here \(T=Dt+(\Delta-1)s\ge Dt\), so the \(k\) integral converges absolutely and may be done first. Now define
\[
L=\sqrt{Dt},\quad \xi=\frac XL,\quad \eta=\frac yL,\quad \beta=\frac{(\Delta-1)a}{L},\quad T=L^2\sigma .
\]
Then \(s=L^2(\sigma-1)/(\Delta-1)\), and \(\sigma\) runs from 1 to \(\Delta\). The factor \((\Delta-1)\,ds\) becomes \(L^2d\sigma\), and \(L^2y/(L^2\sigma)^{3/2}=\eta\,\sigma^{-3/2}\). In the error function,
\[
\frac{s}{aL}=\frac{\sigma-1}{\beta},\qquad Dt-s=L^2\,\frac{\Delta-\sigma}{\Delta-1}.
\]
The result is Whipple's solution:
\[
\boxed{\begin{aligned}
\frac{c}{c_0}={}&\operatorname{erfc}\frac\eta2+\frac{\eta}{2\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}\,e^{-\eta^2/4\sigma}\\
&\times\operatorname{erfc}\left[\frac12\sqrt{\frac{\Delta-1}{\Delta-\sigma}}\left(\xi+\frac{\sigma-1}{\beta}\right)\right].
\end{aligned}}\tag{8}
\]
At \(\eta=0\) the second term vanishes and \(c=c_0\). As \(t\to0\) at fixed \(y>0\), \(\eta\to\infty\) and both terms vanish.

Equation (8) was tested against a finite-difference solution of (1) and (2) for \(\Delta=10\), \(\beta=2.25\). At the sampled points the largest difference in \(c/c_0\) was \(3.7\times10^{-5}\).

## (e) What the uniform-slab assumption drops

**Solve the slab with diffusion across it included, and compare with (5).**

Transform the full concentration. The surface value \(c_0\) now contributes \(kc_0/p\) to the transform of \(c_{yy}\). With \(q_b^2=k^2+p/D_b\), the solutions in grain and slab are
\[
C=\frac{c_0k}{pq^2}+A\,e^{-qX},\qquad C_b=\frac{c_0k}{pq_b^2}+B\cosh(q_bx).
\]
The first term of \(C\) is the transform of \(c_1\), so \(A\) is again the amplitude of \(c_2\). Continuity of flux at the edge requires \(-DqA=D_bq_bB\sinh(q_ba)\), hence
\[
B\cosh(q_ba)=-\frac{qA}{\Delta\Theta},\qquad \Theta=q_b\tanh(q_ba).
\]
Continuity of concentration then gives
\[
A\left(1+\frac{q}{\Delta\Theta}\right)=\frac{c_0k}{p}\,\frac{q^2-q_b^2}{q^2q_b^2}=\frac{c_0k(\Delta-1)}{\Delta D\,q^2q_b^2},
\]
because \(q^2-q_b^2=(p/D)(1-1/\Delta)\). Solving for \(A\),
\[
A=\frac{c_0k(\Delta-1)}{Dq^2}\,\frac{\Theta}{q_b^2(\Delta\Theta+q)}. \tag{9}
\]
If \(\tanh(q_ba)\) is replaced by \(q_ba\), then \(\Theta=aq_b^2\) and the last fraction becomes \(1/(\Delta q_b^2+q/a)\). Since \(\Delta q_b^2=\Delta k^2+p/D\), this is (5). Within continuum diffusion, that replacement is the whole difference between the two problems.

The next term follows from \(\tanh z=z(1-z^2/3+\dots)\): the relative error in \(\Theta\) is \((q_ba)^2/3\) to leading order. It is small when \(a\) is small compared with the depth scale of the profile and with \(\sqrt{D_bt}\). At fixed \(\beta\) and \(L\) the error should fall as \(a^2\). For \(\beta=1\), \(y=2L\), at the edge, the difference in \(c/c_0\) is \(6.3\times10^{-6}\) for \(a/L=0.02\) and \(1.6\times10^{-6}\) for \(a/L=0.01\). The ratio 3.96 is close to the expected 4.

## (f) The meaning of the integration variable

**Interpret \(\sigma\) and the error function in (8) by following a random walker.**

A uniform concentration is in equilibrium here, so each path and its reverse carry equal weight. Therefore \(c(X,y,t)/c_0\) is the probability that a walker started at \((X,y)\) reaches the surface within time \(t\).

Let \(s/D\) be the time it spends in the boundary, if its sideways motion is followed for the whole time \(t\). Sideways and depth steps are independent, but the depth diffusivity is \(D_b\) in the boundary and \(D\) elsewhere. The depth motion thus runs on the clock
\[
T=D_b\frac sD+D\left(t-\frac sD\right)=Dt+(\Delta-1)s=L^2\sigma,
\]
and for a given \(\sigma\) the surface is reached with probability \(\operatorname{erfc}(\eta/2\sqrt\sigma)\).

It remains to find the distribution of \(s\). Let \(w(X,t)\) be the mean of \(e^{-\kappa s}\). This is the survival probability of a walker removed at rate \(\kappa D\) while in the boundary. It obeys
\[
w_t=Dw_{XX}\ (X>0),\qquad w_t=\frac Daw_X-\kappa Dw\ (X=0),\qquad w(X,0)=1.
\]
With \(m=\sqrt{p/D}\), the Laplace transform is \(W=1/p+Fe^{-mX}\). The condition at \(X=0\) reads \(pW-1=-(D/a)mF-\kappa DW\). Its left side is \(pF\), so
\[
F=-\frac{\kappa}{p\,(m^2+\kappa+m/a)}.
\]
Now propose that \(s\) exceeds a given value with probability
\[
\Pi(s)=\operatorname{erfc}\frac{X+s/a}{2\sqrt{Dt-s}},\qquad 0<s<Dt.
\]
Integration by parts gives the mean of \(e^{-\kappa s}\) as \(1-\kappa\int_0^{Dt}e^{-\kappa s}\Pi(s)\,ds\). By (3) and the delay rule, the Laplace transform of \(\Pi\) is \(e^{-sm^2}e^{-m(X+s/a)}/p\). Integrating over \(s\) reproduces \(W\) for every \(\kappa>0\), which confirms the proposal.

The error function in (8) is therefore the probability that the clock exceeds \(\sigma\). Averaging the arrival probability over the clock, again by parts, gives
\[
\frac c{c_0}=\operatorname{erfc}\frac\eta2+\int_1^\Delta d\sigma\,\Pi\,\frac{d}{d\sigma}\operatorname{erfc}\frac{\eta}{2\sqrt\sigma}.
\]
The derivative is \(\eta\,\sigma^{-3/2}e^{-\eta^2/4\sigma}/(2\sqrt\pi)\), so this is (8), reached by a second route.

For a start at the edge and \(a\ll L\), boundary times are short. Then \(Dt-s\approx Dt\), and the mean of \(s\) is
\[
\int_0^\infty\operatorname{erfc}\frac{s}{2aL}\,ds=\frac{2aL}{\sqrt\pi},
\qquad\text{so}\qquad \langle\sigma\rangle\approx1+\frac{2\beta}{\sqrt\pi}. \tag{10}
\]
Thus \(\beta\) measures how far excursions into the boundary advance the depth clock.

## (g) Limits

**Examine weak leakage, a weak boundary and a very fast boundary.**

*Weak leakage.* Let \(\beta\to\infty\) at fixed \(\Delta\) and \(\xi=0\). For each \(\sigma<\Delta\) the error function in (8) tends to 1, and the remaining integrand is the derivative just found. Hence
\[
\frac c{c_0}\to\operatorname{erfc}\frac\eta2+\left[\operatorname{erfc}\frac{\eta}{2\sqrt\Delta}-\operatorname{erfc}\frac\eta2\right]=\operatorname{erfc}\frac{y}{2\sqrt{D_bt}}.
\]
The boundary then behaves as a separate one-dimensional medium. At fixed \(\Delta\) this limit of the model means \(a\gg L\). By part (e) the slab stays uniform only if \(a\ll\sqrt{D_bt}\), so the result describes a real slab when \(L\ll a\ll\sqrt\Delta\,L\), at depths large compared with \(a\).

*Weak boundary.* If \(\beta\to0\) at fixed \(\Delta\), the argument of the error function diverges for every \(\sigma>1\). The integral vanishes and \(c\to c_1\).

*Fast boundary.* Let \(\Delta\to\infty\) at fixed \(\beta\). The square root in (8) tends to 1 and the upper limit to infinity:
\[
\frac{c_2}{c_0}\to\frac{\eta}{2\sqrt\pi}\int_1^\infty\frac{d\sigma}{\sigma^{3/2}}e^{-\eta^2/4\sigma}\operatorname{erfc}\left[\frac12\left(\xi+\frac{\sigma-1}\beta\right)\right].
\]
Since \(\beta\approx\delta D_b/(2DL)\), a profile in this regime, with \(D\) known, determines the product \(\delta D_b\), not its two factors. At finite \(\Delta\) the square root is \(1+(\sigma-1)/[2(\Delta-1)]\) to first order. It exceeds 1 and lowers the error function, so the limit slightly overestimates \(c_2\), by an amount proportional to \(1/\Delta\) at fixed \(\beta\) and \(\eta\); relative to \(c_2\), the coefficient grows with both. For \(\beta=25\), \(\eta=5\), \(\xi=0\), raising \(\Delta\) from \(10^4\) to \(10^5\) reduces the gap by a factor 10.0.

## (h) The excess measured by sectioning

**Find the additional solute per unit depth that the boundary brings, per unit length of its trace on the surface.**

The excess is the integral of \(c_2\) over both grains, plus the slab content \(\delta c_2(0,y,t)\). Set \(g=\sqrt{(\Delta-1)/(\Delta-\sigma)}\) and \(z=g(\sigma-1)/(2\beta)\). The substitution \(v=g\xi/2+z\) gives
\[
\int_0^\infty\operatorname{erfc}\left(\frac{g\xi}2+z\right)d\xi=\frac2g\int_z^\infty\operatorname{erfc}v\,dv=\frac2g\,\operatorname{ierfc}z,
\]
where integration by parts yields \(\operatorname{ierfc}z=e^{-z^2}/\sqrt\pi-z\operatorname{erfc}z\). Therefore
\[
\frac{E(y)}{c_0}=\frac{L\eta}{\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}e^{-\eta^2/4\sigma}\,\frac2g\operatorname{ierfc}z+\delta\,\frac{c_2(0,y,t)}{c_0}. \tag{11}
\]
This is a length: the width of a strip at concentration \(c_0\) that would hold the excess. It vanishes at the surface, where both grain and boundary are held at \(c_0\).

## (i) A numerical case

**Take \(D=10^{-17}\ \mathrm{m^2/s}\), \(D_b=10^{-12}\ \mathrm{m^2/s}\), \(\delta=0.5\ \mathrm{nm}\) and \(t=10^5\ \mathrm s\). How far does the solute reach, and where is it?**

These are round model parameters. They give \(L=\sqrt{10^{-12}\ \mathrm{m^2}}=1\ \mathrm{µm}\), \(\Delta=10^5\), and
\[
\beta=(10^5-1)\,\frac{0.25\ \mathrm{nm}}{1000\ \mathrm{nm}}=25.0 .
\]
At the edge, 5 µm deep, \(\eta=5\). The prefactor in (8) is \(5/(2\sqrt\pi)=1.4105\) and the integral is 0.3074, so
\[
\frac c{c_0}=0.0004+1.4105\times0.3074=0.434 .
\]
The grain alone would contribute only the first term. Other depths follow in the same way:

| Depth (µm) | \(c/c_0\), edge | \(c/c_0\), 1 µm away | \(E/c_0\) (µm) |
|---|---|---|---|
| 1 | 0.862 | 0.652 | 0.817 |
| 2 | 0.733 | 0.413 | 1.217 |
| 5 | 0.434 | 0.177 | 0.854 |
| 10 | 0.169 | 0.058 | 0.293 |

Of the four depths, the excess is largest at 2 µm. Towards the surface it must fall to zero, because the concentration there is held at \(c_0\) with or without the boundary; deeper down the boundary delivers less. At 5 µm the slab itself holds \(0.5\ \mathrm{nm}\times0.434\approx0.2\ \mathrm{nm}\) of the 854 nm. The boundary transports the solute, but the grains store nearly all of it.

The level \(c/c_0=0.1\) lies 2.33 µm deep in the grain alone and 12.6 µm deep at the boundary edge. Without leakage it would lie at \(2.326\sqrt{10^5}\ \mathrm{µm}=736\ \mathrm{µm}\). The walker picture explains the rough size of the 12.6 µm depth. A walker started at the edge spends on average 28.2 s of the \(10^5\) s in the boundary, so
\[
\langle\sigma\rangle=1+(10^5-1)\,\frac{28.2}{10^5}=29.2,
\]
in agreement with (10). The depth scale therefore grows by a factor of roughly \(\sqrt{29.2}\approx5\), not by \(\sqrt\Delta=316\). This is an estimate: \(\sigma\) varies from walker to walker, so the actual factor depends on the concentration level chosen.

Equation (8) no longer applies when neighbouring boundaries lie within a few \(L\), so that their fields overlap; when the boundary migrates; when the slab is too wide for the conditions in part (e); or when \(L\) is not large compared with the atomic spacing. Most real solutes segregate to boundaries. If the slab concentration is a constant multiple \(K\) of the grain concentration at the edge, the balance in part (a) holds with \(a\) replaced by \(Ka\), and a fast-boundary profile then determines \(K\delta D_b\) rather than \(\delta D_b\). The numerical output gives the values and checks in full.

## Table of computed values

```
grain diffusivity D = 1.0e-17 m^2/s
boundary diffusivity D_b = 1.0e-12 m^2/s
boundary width delta = 0.50 nm
time t = 1.0e+05 s
L = sqrt(D t) = 1.0000 um
Delta = 1.0000e+05 (no unit)
beta = 24.99975 (no unit)
depth um | c1/c0 grain alone | c/c0 at edge | c/c0 1 um away | excess/c0 um
  1 | 4.7950e-01 | 0.86178 | 0.65160 | 0.81746
  2 | 1.5730e-01 | 0.73277 | 0.41285 | 1.21657
  5 | 4.0695e-04 | 0.43396 | 0.17703 | 0.85412
 10 | 1.5375e-12 | 0.16878 | 0.05837 | 0.29334
at 5 um, edge: prefactor eta/(2 sqrt(pi)) = 1.41047 (no unit)
at 5 um, edge: sigma integral = 0.30738 (no unit)
at 5 um, edge: boundary part c2/c0 = 0.43356 (no unit)
at 5 um, edge: relative change of c2 for Delta -> infinity = 5.89e-05
depth of c/c0 = 0.1, grain alone = 2.3262 um
depth of c/c0 = 0.1, at boundary edge = 12.6084 um
depth of c/c0 = 0.1, boundary without leakage = 735.60 um
mean time in boundary, start at edge = 28.203 s
mean sigma, start at edge = 29.203 (no unit)
test: max |finite differences - formula| in c/c0 = 3.7e-05
test: max |transform inversion - formula| in c/c0 = 3.3e-13
test: max |survival - residence law| = 4.1e-06
test: full-slab difference in c/c0, a/L = 0.02, beta = 1: 6.31e-06
test: full-slab difference in c/c0, a/L = 0.01, beta = 1: 1.60e-06
test: ratio of these differences = 3.955
test: ratio of Delta-limit gaps, Delta 1e4 to 1e5 = 10.004
```
